# Fowler–Nordheim Exponent for Tunnelling through a Triangular Insulating Barrier, part 2

Electrons tunnel from an emitter ($x<0$) into an insulating film ($0<x<t$) under a field of magnitude $F$. We seek the current density and how to read its exponent from a plot. Energies are measured from the emitter Fermi level, and $q>0$ is the elementary charge. The band edge is $\phi-qFx$, and $x_t=\phi/(qF)$ is the exit point. The masses are $m$ (insulator) and $m_e$ (emitter).

Assumptions:

- **A1.** Uniform field, no trapped charge or image force.
- **A2.** Isotropic parabolic insulator dispersion, also in the gap.
- **A3.** Elastic, trap-free tunnelling with conserved parallel wavevector.
- **A4.** No reflection after the exit.
- **A5.** Parabolic emitter band; $\psi$ and $\psi'$/mass continuous at the interface.
- **A6.** Zero temperature, empty collector states.
- **A7.** Three-dimensional emitter with Fermi energy $E_F$; $E_F$ and $(m_e/m)E_F$ much larger than $d$.
- **A8.** $qFt-\phi\gg d$.

For an electron at the Fermi level without parallel wavevector, the WKB exponent is $S=2\int\kappa\,dx$ over the forbidden region, with $\kappa$ the local decay rate. If $qFt>\phi$, $S=B/F$, with

$$B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3q\hbar}. \tag{3}$$

If $qFt<\phi$,

$$S=\frac{4\sqrt{2m}}{3\hbar qF}\left[\phi^{3/2}-(\phi-qFt)^{3/2}\right]. \tag{4}$$

With the exit inside the film, the transmission probability is

$$T=P\,e^{-B/F}\left[1+O(F/B)\right],\qquad P=\frac{4v_ev_i}{v_e^2+v_i^2}, \tag{5}$$

where $v_e=\sqrt{2E/m_e}$, $v_i=\sqrt{2\phi/m}$ and $E$ is the kinetic energy in the emitter. WKB requires $|\kappa'|/\kappa^2\ll1$; at the entrance

$$\left.\frac{|\kappa'|}{\kappa^2}\right|_{x=0}=\frac{2}{3S}. \tag{8}$$

**Remark 1.** The factor $1/F$ in $S$ follows from the straight band edge, whatever the gap dispersion; the power $\phi^{3/2}$ follows from the parabolic mass.

**Lemma 4.** An electron with energy $-\varepsilon$ ($\varepsilon\ge0$) and parallel wavevector $k$ sees $\phi$ replaced by

$$\Phi=\phi+\varepsilon+\frac{\hbar^2k^2}{2m}. \tag{10}$$

With $\delta=\varepsilon+\hbar^2k^2/(2m)$, its exponential factor is, to first order, $e^{-B/F}e^{-\delta/d}$, where

$$d=\frac{\hbar qF}{2\sqrt{2m\phi}}=\frac{2\phi}{3S}. \tag{11}$$

More fully,

$$S(\Phi)=S\left(1+\frac{\delta}{\phi}\right)^{3/2}=S+\frac{3S}{2\phi}\delta+\frac{3S}{8\phi^2}\delta^2+\dots \tag{12}$$

**Theorem 2.** With $P$ set to one, the magnitude of the current density is

$$J=\frac{q^3F^2}{16\pi^2\hbar\phi}e^{-B/F}\left[1-\frac FB+O\!\left(\frac{F^2}{B^2}\right)\right]. \tag{13}$$

*Proof.* Counting two spins, the emitter holds $2\,d^3k/(2\pi)^3$ states per volume. Only those with $k_x>0$ move towards the barrier. Each of these carries charge of magnitude $q$ with velocity $v_x=(1/\hbar)\,\partial E_{\rm tot}/\partial k_x$, where $E_{\rm tot}$ is its total energy. At fixed parallel wavevector, $v_x\,dk_x=dE_{\rm tot}/\hbar$. So

$$J=q\,\frac{2}{(2\pi)^3}\int d^2k\int\frac{dE_{\rm tot}}{\hbar}\,T=\frac{q}{4\pi^3\hbar}\int d^2k\int d\varepsilon\;e^{-S(\Phi)}. \tag{14}$$

Introduce $\eta=\hbar^2k^2/(2m)$. In polar coordinates $d^2k=2\pi k\,dk$, and $k\,dk=m\,d\eta/\hbar^2$, so $d^2k=(2\pi m/\hbar^2)\,d\eta$.

An emitter state must satisfy $\hbar^2k^2/(2m_e)\le E_F-\varepsilon$. This means $\eta\le(m_e/m)(E_F-\varepsilon)$. By A7 the integrand is negligible at these limits, and both integrals may run to infinity. By A8 the same holds for states whose exit would lie outside the film.

The exponent depends on $\varepsilon$ and $\eta$ through their sum $\delta$. At fixed $\delta$, $\eta$ runs from $0$ to $\delta$, which contributes a factor $\delta$:

$$J=\frac{qm}{2\pi^2\hbar^3}\int_0^\infty\delta\,e^{-S(\phi+\delta)}\,d\delta.$$

With the linear term of (12), the integral is $e^{-S}\int_0^\infty\delta e^{-\delta/d}d\delta=d^2e^{-S}$. From (11), $d^2=\hbar^2q^2F^2/(8m\phi)$. Hence

$$J\approx\frac{qm}{2\pi^2\hbar^3}\cdot\frac{\hbar^2q^2F^2}{8m\phi}e^{-S}=\frac{q^3F^2}{16\pi^2\hbar\phi}e^{-B/F}.$$

The first correction comes from the quadratic term of (12). The average of $\delta^2$ with weight $\delta e^{-\delta/d}/d^2$ is $3!\,d^4/d^2=6d^2$. The current is therefore multiplied by

$$1-\frac{3S}{8\phi^2}\cdot6d^2=1-\frac{9S}{4\phi^2}\cdot\frac{4\phi^2}{9S^2}=1-\frac1S.$$

The cubic term, of size $S\delta^3/\phi^3$, and the square of the quadratic term, of size $S^2\delta^4/\phi^4$, are both of order $1/S^2$ when $\delta\sim d\sim\phi/S$. ∎

**Remark 5: the matching factor.** The contributing states lie within an energy of order $d$ of the most favourable one. The matching factor varies smoothly across this range, so to leading order it multiplies (13) by the constant $P$ of that state. The current formula with $P=1$ is therefore an estimate of the scale of the current. The exponent does not share this uncertainty.

**Remark 6: which mass appears in front.** The mass $m$ has cancelled from the prefactor. A small $m$ widens the energy range $d$, but the same parallel wavevector then costs more energy in the insulator. Suppose instead that transmission depended on the emitter's normal energy alone. The parallel term in (10) would then be $\hbar^2k^2/(2m_e)$, and $d^2k$ would give $m_e$ in place of $m$, while $d$ would keep the insulator mass. The prefactor would gain a factor $m_e/m$. Under A2 and A3, with total energy and parallel wavevector both conserved, that factor is absent. It would not alter $B$ in either case.

### Reading the exponent from a plot

**Corollary.** Let $Y=1/F$. In the regime of Theorem 2,

$$-\frac{d}{dY}\ln\frac{J}{F^2}\approx B-\frac{F^2}{B},\qquad -\frac{d}{dY}\ln J\approx B+2F-\frac{F^2}{B}. \tag{15}$$

*Proof.* Equation (13) gives $\ln(J/F^2)=\text{const}-BY+\ln[1-1/(BY)]$. To leading order the last logarithm is $-1/(BY)$, whose derivative is $1/(BY^2)=F^2/B$. Changing the sign gives the first result. For $\ln J$, add $\ln F^2=-2\ln Y$. Its derivative is $-2/Y=-2F$, which adds $2F$ to the negative slope. ∎

The current should therefore be divided by $F^2$ before the slope is read. Within A1–A8, that is at zero temperature, without image force and for a deep electron sea, the remaining relative error in $B$ is then of order $(F/B)^2$, instead of $2F/B$. In a measured plot, temperature, barrier shape and emitter supply can each shift the slope by more than this, as the last section shows.

**Remark 7: one slope, two unknowns.** The slope fixes the product $\sqrt m\,\phi^{3/2}$. If one mass $m$ is exchanged for another mass $m'$, the same $B$ results from the barrier

$$\phi'=\phi\left(\frac{m}{m'}\right)^{1/3}, \tag{16}$$

because $\sqrt{m'}\,\phi'^{3/2}=\sqrt{m'}\,\phi^{3/2}\sqrt{m/m'}=\sqrt m\,\phi^{3/2}$. A barrier height extracted from the slope is conditional on the mass assumed. A small relative error in the mass produces a relative error one third as large, of opposite sign, in the barrier.

### A worked example

Take round model parameters: $\phi=2.5$ eV, $m=0.4$ free-electron masses and $t=20$ nm. The emitter is a metal with a Fermi energy of $5$ eV and the free-electron mass. These numbers do not describe a particular device. Charging and breakdown, which can limit a real film at the fields used below, are not part of the model.

For a barrier of 1 eV and the free-electron mass, (3) gives $68.31$ MV/cm. The scaling with mass and barrier then gives

$$B=68.31\times\sqrt{0.4}\times2.5^{3/2}\ \text{MV/cm}\approx170.8\ \text{MV/cm}.$$

The threshold field $\phi/(qt)$ is $1.25$ MV/cm, so the exit lies well inside the film at the fields below. In the table, $T$ comes from direct numerical integration of the wave equation with an outgoing wave beyond the barrier. $J$ comes from numerical integration of (14) over the filled emitter states, with $P=1$.

| $F$ (MV/cm) | $x_t$ (nm) | $B/F$ | $T$ | $J$ (A/cm²) |
|---|---|---|---|---|
| 5 | 5.00 | 34.15 | $2.93\times10^{-15}$ | $2.20\times10^{-8}$ |
| 6 | 4.17 | 28.46 | $8.69\times10^{-13}$ | $9.35\times10^{-6}$ |
| 7 | 3.57 | 24.40 | $5.07\times10^{-11}$ | $7.39\times10^{-4}$ |
| 8 | 3.13 | 21.35 | $1.07\times10^{-9}$ | $2.03\times10^{-2}$ |

**Transmission.** At 8 MV/cm, $B/F=21.347$ and $e^{-21.347}\approx5.36\times10^{-10}$. The numerical transmission divided by this is $1.070\times10^{-9}/5.362\times10^{-10}\approx1.996$. The matching factor follows from (5). In common units $v_e$ and $v_i$ are proportional to $\sqrt{5/1}=2.236$ and $\sqrt{2.5/0.4}=2.5$, so

$$P=\frac{4\times2.236\times2.5}{5+6.25}\approx1.988.$$

The two agree to about 0.4 per cent of $P$. Further tests at 8, 4 and 2 MV/cm, with emitter kinetic energies of 5 eV and 0.5 eV, confirmed that the relative deviation from $Pe^{-B/F}$ stays below $0.5F/B$ and shrinks as the field falls. A straight-line fit of $\ln T$ against $1/F$ over the four tabulated fields has a negative slope of $170.79$ MV/cm, against $B=170.77$ MV/cm.

The entrance condition (8) at 8 MV/cm is $2/(3\times21.35)\approx0.031$, comfortably small.

**Current.** Between 5 and 8 MV/cm, the leading formula predicts a growth by

$$\left(\frac85\right)^2e^{34.154-21.347}\approx2.56\times3.65\times10^5\approx9.3\times10^5.$$

The state integral grows by $2.025\times10^{-2}/2.201\times10^{-8}\approx9.2\times10^5$. At 8 MV/cm it is $0.957$ times the leading formula, which gives $2.116\times10^{-2}$ A/cm². The predicted first correction is $1-1/21.35\approx0.953$. Nearly all of the growth comes from the exponential; the factor $F^2$ contributes $2.56$.

The fitted negative slope of $\ln(J/F^2)$ is $170.57$ MV/cm. Equation (15) predicts local values below $B$ by $F^2/B$, which runs from about 0.15 MV/cm at the lowest field to 0.37 MV/cm at the highest. The fitted value lies in this range. Without division by $F^2$, the negative slope is $183.02$ MV/cm, about 7 per cent above $B$. Taken for $B$ itself, it would make the barrier too high by about two thirds of that percentage.

The cancellation in Remark 6 was also tested. At 2 MV/cm, the state integrals for masses of 0.4 and 0.8, each multiplied by its own $e^{B/F}$, agree within 2 per cent. A prefactor proportional to $1/m$ would have made them differ by a factor of two.

**Mass and barrier.** If the mass is taken as $0.6$, equation (16) gives $\phi'=2.5\times(0.4/0.6)^{1/3}\approx2.184$ eV. The wave equation with this second pair gives a negative slope of $170.77$ MV/cm, which the slope of the first pair matches to about one part in ten thousand. The slope cannot decide between barriers of 2.50 and 2.18 eV.

**A thin film.** At 8 MV/cm, a film of 2 nm drops the band edge by 1.6 eV, less than the barrier. Equation (4) multiplies the triangular exponent by $1-(0.9/2.5)^{3/2}=0.784$, giving $21.35\times0.784\approx16.7$. The triangular formula would overestimate the exponent, because it would count a part of the barrier that lies outside the film.

### Where the result changes

**Temperature.** Let $\Theta$ be the absolute temperature and $k_B$ Boltzmann's constant. At 300 K, $k_B\Theta=0.026$ eV, while $d$ is $0.049$ eV at 5 MV/cm and $0.078$ eV at 8 MV/cm. These energies are not widely separated.

The size of the effect can be bounded within the linear exponent of Lemma 4. Raising the Fermi level by $w$ multiplies the zero-temperature current by $e^{w/d}$. A thermal distribution is an average of sharp Fermi edges displaced by $w$, with weight $-df/dw$, where $f=1/(e^{w/k_B\Theta}+1)$. This weight is even in $w$ and has mean square $\pi^2(k_B\Theta)^2/3$. For $k_B\Theta<d$ the average exists, and since $\cosh u\ge1+u^2/2$,

$$\frac{J(\Theta)}{J(0)}=\left\langle\cosh\frac wd\right\rangle\ge1+\frac{\pi^2}{6}\left(\frac{k_B\Theta}{d}\right)^2.$$

At 5 MV/cm the right side is about $1.46$, and at 8 MV/cm about $1.18$. These are lower bounds on the ratio in this approximation. Since $d$ is proportional to $F$, the thermal enhancement is larger at low field, and it reduces the negative slope. A room-temperature plot analysed with the zero-temperature formula would therefore give too small a $B$. The average can also be done exactly and equals $u/\sin u$ with $u=\pi k_B\Theta/d$. At 300 K this is about $1.67$ at 5 MV/cm and $1.21$ at 8 MV/cm. It lowers the negative slope of $\ln(J/F^2)$ in the example to about $166$ MV/cm, nearly 3 per cent below $B$ and more than ten times the correction $F^2/B$.

**Shape of the barrier.** Image forces lower the barrier below the straight line. Since $\kappa$ grows with barrier height, the exponent becomes smaller than $B/F$. In the example, the classical image term with a relative permittivity between 2.2 and 3.9 lowers the exponent by about 1.6 to 2.7, which raises $e^{-S}$ by a factor of about 5 to 15. The reduction depends little on the field, so the slope against $1/F$ falls by only about 1 per cent. Trapped charge makes the field vary through the film, and $S=2\int\kappa\,dx$ must then be evaluated for the actual band edge. If the gap dispersion is not parabolic, Remark 1 keeps the factor $1/F$ but replaces $\phi^{3/2}$ by another function of the barrier.

**Other paths and interfaces.** Transport through traps is a separate current, which this exponent does not describe. A sharp collector interface can reflect the electron after its exit, so that A4 fails and the prefactor acquires a dependence on field and thickness.

**Emitter.** In a normally-off transistor held on by a positive gate voltage, electrons can enter the gate insulator from the channel. For an electron without parallel wavevector, the exponent at a given field is unchanged if the barrier is measured from the energy of that electron. A7, however, generally fails for a semiconductor emitter, because its Fermi energy is comparable with $d$. With $E_F=0.1$ eV and $m_e=0.26$ in the example, (14) gives only about $0.48$ to $0.27$ of the leading formula between 5 and 8 MV/cm, and the negative slope of $\ln(J/F^2)$ falls to about $163$ MV/cm. If the channel is also so narrow that its normal motion is quantised, the prefactor in (13) must be replaced by one for bound channel states. The bound level also rises above the channel band edge as the field grows, so the barrier measured from it falls. The slope of the plot then no longer gives $B$ for one fixed barrier.

**Weak barriers.** When $B/F$ is no longer large, the corrections of order $F/B$ are no longer small, and the separation into a field-independent factor and a single exponential loses its accuracy. The numerical output below gives the values of the example in full.

## Computed results

```
barrier height: 2.50 eV
insulator mass: 0.40 free-electron masses
film thickness: 20.0 nm
emitter Fermi energy: 5.0 eV
emitter mass: 1.0 free-electron masses
B for 1 eV and free mass: 68.31 MV/cm
B of the example: 170.77 MV/cm
threshold field phi/(q t): 1.25 MV/cm
matching prefactor P: 1.9876 (no unit)
field: 5.0 MV/cm
  film voltage: 10.0 V
  exit distance: 5.000 nm
  exponent B/F: 34.154 (no unit)
  exp(-B/F): 1.469e-15 (no unit)
  T from wave equation: 2.927e-15 (no unit)
  energy scale d: 0.0488 eV
  J, state integral: 2.201e-08 A/cm^2
  J, closed formula: 2.264e-08 A/cm^2
field: 6.0 MV/cm
  film voltage: 12.0 V
  exit distance: 4.167 nm
  exponent B/F: 28.462 (no unit)
  exp(-B/F): 4.356e-13 (no unit)
  T from wave equation: 8.687e-13 (no unit)
  energy scale d: 0.0586 eV
  J, state integral: 9.352e-06 A/cm^2
  J, closed formula: 9.669e-06 A/cm^2
field: 7.0 MV/cm
  film voltage: 14.0 V
  exit distance: 3.571 nm
  exponent B/F: 24.396 (no unit)
  exp(-B/F): 2.541e-11 (no unit)
  T from wave equation: 5.069e-11 (no unit)
  energy scale d: 0.0683 eV
  J, state integral: 7.385e-04 A/cm^2
  J, closed formula: 7.676e-04 A/cm^2
field: 8.0 MV/cm
  film voltage: 16.0 V
  exit distance: 3.125 nm
  exponent B/F: 21.347 (no unit)
  exp(-B/F): 5.362e-10 (no unit)
  T from wave equation: 1.070e-09 (no unit)
  energy scale d: 0.0781 eV
  J, state integral: 2.025e-02 A/cm^2
  J, closed formula: 2.116e-02 A/cm^2
entrance slowness at 8 MV/cm: 0.0312 (no unit)
thermal energy at 300 K: 0.0259 eV
thin film thickness: 2.0 nm
thin film exponent at 8 MV/cm: 16.736 (no unit)
minus slope of ln T: 170.79 MV/cm
minus slope of ln(J/F^2): 170.57 MV/cm
minus slope of ln J: 183.02 MV/cm
alternative mass: 0.60 free-electron masses
alternative barrier, same B: 2.184 eV
its minus slope of ln T: 170.77 MV/cm
```
